**Quaternion Hermitian eigenvectors and Kramers pairs**

A quaternion Hermitian matrix $Q$ has real right eigenvalues, $Qv=v\lambda$, and a quaternion unitary eigenbasis. Each vector $v$ encodes a Kramers pair $(\psi,K\psi)$, where $K(x,y)=(-y^*,x^*)$ is time reversal. The program multiplies quaternions with Hamilton's table and asserts the diagonalization for a random matrix and for a p shell with spin-orbit parameter $\zeta$ and a crystal field. It builds the p-shell Hamiltonian separately from ladder operators, and finds its eigenbasis a second time by quaternion power iteration with deflation. It also asserts that a right unit phase rotates a Kramers pair without changing its energy, while the left phase tried on the lowest vector spoils it. The output shows three quaternion levels, −0.4101, 0.4040 and 0.7061 eV, each appearing twice in the complex spectrum. At zero crystal field, two eigenvectors of the repeated upper level have an overlap of magnitude 0.333, so they are not related by a phase. A small magnetic term splits the lowest pair by 0.001295 eV, in agreement with first-order theory at the printed precision.

## Verification by program

```python
"""
Result under test: a quaternion Hermitian matrix Q has real right eigenvalues
(Q v = v lam), a quaternion unitary eigenbasis, and each eigenvector v encodes
a Kramers pair (psi, K psi). A simple eigenvalue fixes v up to v -> v q, |q|=1;
a repeated eigenvalue leaves a larger freedom.
Symbols: quaternion q = q0 + q1 i + q2 j + q3 k = a + b j, a and b complex;
arrays have shape (rows, columns, 4). K(x, y) = (-y*, x*) is time reversal.
Example: p shell, spin-orbit parameter zeta, crystal-field energies field (eV).
"""
import numpy as np

rng = np.random.default_rng(7)

# Hamilton's table: TABLE[a, b, c] is the coefficient of unit c in (unit a)(unit b)
TABLE = np.zeros((4, 4, 4))
for unit in range(4):
    TABLE[0, unit, unit] = 1
    TABLE[unit, 0, unit] = 1
for unit in (1, 2, 3):
    TABLE[unit, unit, 0] = -1
for a, b, c in ((1, 2, 3), (2, 3, 1), (3, 1, 2)):
    TABLE[a, b, c] = 1
    TABLE[b, a, c] = -1


def mul(x, y):
    return np.einsum('ija,jkb,abc->ikc', x, y, TABLE)


def dagger(x):
    y = x.transpose(1, 0, 2).copy()
    y[..., 1:] *= -1
    return y


def scalar(*parts):
    return np.array(parts, float).reshape(1, 1, 4)


def real_matrix(x):
    y = np.zeros(x.shape + (4,))
    y[..., 0] = x
    return y


def left_scale(q, v):
    return np.einsum('a,ijb,abc->ijc', q[0, 0], v, TABLE)


def image(x):
    A = x[..., 0] + 1j * x[..., 1]
    B = x[..., 2] + 1j * x[..., 3]
    return np.block([[A, B], [-B.conj(), A.conj()]])


def spinor(v):
    return image(v)[:, 0]


def time_reverse(psi):
    up, down = np.split(psi, 2)
    return np.concatenate([-down.conj(), up.conj()])


def to_quaternion(psi):
    """Spinor columns (x, y) -> quaternion columns x - y* j."""
    x, y = np.split(psi, 2)
    b = -y.conj()
    return np.stack([x.real, x.imag, b.real, b.imag], axis=-1)


def size(x):
    return np.sqrt(np.sum(x**2))


def eigenbasis(Q):
    """Complex diagonalization, then pivoted quaternion Gram-Schmidt."""
    energies, psi = np.linalg.eigh(image(Q))
    candidates = to_quaternion(psi)
    values, columns = [], []
    for _ in range(len(Q)):
        norms = np.sqrt(np.sum(candidates**2, axis=(0, 2)))
        p = int(np.argmax(norms))
        u = candidates[:, p:p + 1] / norms[p]
        candidates = candidates - mul(u, mul(dagger(u), candidates))
        values.append(energies[p])
        columns.append(u)
    order = np.argsort(values)
    U = np.concatenate([columns[p] for p in order], axis=1)
    return np.array(values)[order], U


def power_vector(M):
    """Top eigenvector by quaternion arithmetic only, from a random start."""
    v = rng.normal(size=(len(M), 1, 4))
    for _ in range(600):
        v = mul(M, v)
        v = v / size(v)
    return v


def check_basis(Q, values, U):
    one = real_matrix(np.eye(len(Q)))
    assert np.allclose(mul(dagger(U), U), one, atol=1e-11)
    assert np.allclose(mul(U, dagger(U)), one, atol=1e-11)
    diagonal = real_matrix(np.diag(values))
    assert np.allclose(mul(mul(dagger(U), Q), U), diagonal, atol=1e-11)


# --- algebra of the complex image, on random matrices and vectors
n = 5
G, F = rng.normal(size=(2, n, n, 4))
assert np.allclose(image(mul(G, F)), image(G) @ image(F))
assert np.allclose(image(dagger(G)), image(G).conj().T)
u, w = rng.normal(size=(2, n, 1, 4))
first = np.vdot(spinor(u), spinor(w))
second = np.vdot(spinor(u), time_reverse(spinor(w)))
overlap_parts = [first.real, first.imag, second.real, second.imag]
assert np.allclose(mul(dagger(u), w)[0, 0], overlap_parts)
assert abs(np.vdot(spinor(u), time_reverse(spinor(u)))) < 1e-12

# --- general Hermitian case
R = (G + dagger(G)) / 2
assert np.allclose(mul(dagger(u), mul(R, u))[0, 0, 1:], 0, atol=1e-11)
random_values, random_U = eigenbasis(R)
check_basis(R, random_values, random_U)
doubled = np.linalg.eigvalsh(image(R))
assert np.allclose(doubled, np.repeat(random_values, 2), atol=1e-11)

# --- non-Hermitian control: non-real eigenvalue, changed by a right phase
mus, vectors = np.linalg.eig(image(G))
pick = int(np.argmax(np.abs(mus.imag)))
mu = scalar(mus[pick].real, mus[pick].imag, 0, 0)
g = to_quaternion(vectors[:, pick:pick + 1])
assert abs(mus[pick].imag) > 0.1
assert np.allclose(mul(G, g), mul(g, mu), atol=1e-10)
q_test = rng.normal(size=(1, 1, 4))
q_test /= size(q_test)
g_new = mul(g, q_test)
mu_new = mul(mul(dagger(q_test), mu), q_test)
assert np.allclose(mul(G, g_new), mul(g_new, mu_new), atol=1e-10)
assert size(mul(G, g_new) - mul(g_new, mu)) > 1e-3

# --- Hermitian matrix with a non-real left eigenvalue j
small = np.zeros((2, 2, 4))
small[0, 1, 1], small[1, 0, 1] = 1, -1
left_vector = np.zeros((2, 1, 4))
left_vector[0, 0, 0], left_vector[1, 0, 3] = 1, -1
assert np.allclose(small, dagger(small))
assert np.allclose(mul(small, left_vector),
                   left_scale(scalar(0, 0, 1, 0), left_vector))
small_values, _ = eigenbasis(small)
assert np.allclose(small_values, [-1, 1])

# --- p shell: quaternion matrix
zeta = 0.6
field = np.array([0.0, 0.2, 0.5])
h = zeta / 2
spin_orbit = np.zeros((3, 3, 4))
spin_orbit[0, 1, 1] = -h
spin_orbit[0, 2, 2] = h
spin_orbit[1, 2, 3] = -h
spin_orbit = spin_orbit + dagger(spin_orbit)
Q = spin_orbit + real_matrix(np.diag(field))

# --- the same Hamiltonian from ladder operators in the basis m = 1, 0, -1
raising = np.sqrt(2) * np.diag([1, 1], 1)
ladder_l = [(raising + raising.T) / 2, (raising - raising.T) / 2j,
            np.diag([1, 0, -1])]
root = np.sqrt(0.5)
real_p = np.array([[-root, 1j * root, 0], [0, 0, 1], [root, 1j * root, 0]])
sigma = [np.array([[0, 1], [1, 0]]), np.array([[0, -1j], [1j, 0]]),
         np.diag([1, -1])]
H = np.kron(np.eye(2), np.diag(field)).astype(complex)
for s, l in zip(sigma, ladder_l):
    H += h * np.kron(s, real_p.conj().T @ l @ real_p)
assert np.allclose(H, image(Q), atol=1e-12)

levels, U = eigenbasis(Q)
check_basis(Q, levels, U)
six_levels = np.linalg.eigvalsh(H)
assert np.allclose(six_levels, np.repeat(levels, 2), atol=1e-12)

# --- reduction to a real symmetric matrix, and its cubic
S = np.array([[field[0], h, -h], [h, field[1], h], [-h, h, field[2]]])
D = np.zeros((3, 3, 4))
D[0, 0, 0] = D[1, 1, 1] = D[2, 2, 2] = 1
assert np.allclose(mul(mul(D, real_matrix(S)), dagger(D)), Q)
x, y, z = field
c2 = -(x + y + z)
c1 = x * y + y * z + z * x - 3 * h**2
c0 = -(x * y * z - h**2 * (x + y + z) - 2 * h**3)
roots = np.sort(np.roots([1, c2, c1, c0]).real)
assert np.allclose(roots, levels, atol=1e-10)

# --- whole eigenbasis by power iteration and deflation, no complex image
shift = 1.0
M = Q + real_matrix(shift * np.eye(3))
iterated = []
for level in levels[::-1]:
    v1, v2 = power_vector(M), power_vector(M)
    q = mul(dagger(v1), v2)
    assert abs(size(q) - 1) < 1e-10
    assert np.allclose(v2, mul(v1, q), atol=1e-10)
    expectation = mul(dagger(v1), mul(M, v1))
    assert np.allclose(expectation[0, 0], [level + shift, 0, 0, 0], atol=1e-10)
    M = M - mul(v1, dagger(v1)) * expectation[0, 0, 0]
    iterated.append(v1)
    if len(iterated) == 1:
        phase_between_starts = q[0, 0]
check_basis(Q, levels, np.concatenate(iterated[::-1], axis=1))

# --- choose the phase that makes the p_x component real and positive
abc = []
for p in range(3):
    v = U[:, p:p + 1]
    px = v[:1]
    v = mul(v, dagger(px) / size(px))
    a, b, c = v[0, 0, 0], v[1, 0, 1], v[2, 0, 2]
    assert abs(a * a + b * b + c * c - 1) < 1e-11
    abc.append((a, b, c))
    if p == 0:
        lowest = v
a, b, c = abc[0]
psi = spinor(lowest)
partner = time_reverse(psi)
assert np.allclose(psi, [a, 1j * b, 0, 0, 0, -c], atol=1e-11)
assert np.allclose(partner, [0, 0, c, a, -1j * b, 0], atol=1e-11)
for state in (psi, partner):
    assert np.allclose(H @ state, levels[0] * state, atol=1e-11)

# --- quaternion phase as an SU(2) rotation of the pair
alpha = q_test[0, 0, 0] + 1j * q_test[0, 0, 1]
beta = q_test[0, 0, 2] + 1j * q_test[0, 0, 3]
turned = spinor(mul(lowest, q_test))
assert np.allclose(turned, alpha * psi - beta.conjugate() * partner)
assert np.allclose(time_reverse(turned),
                   beta * psi + alpha.conjugate() * partner)


def spin_vector(state):
    return np.array([np.vdot(state, np.kron(s, np.eye(3)) @ state).real
                     for s in sigma])


phases = {'1': scalar(1, 0, 0, 0), '(1+j)/sqrt2': scalar(root, 0, root, 0),
          '(1+k)/sqrt2': scalar(root, 0, 0, root)}
spins, phase_energies = {}, {}
for name, q in phases.items():
    state = spinor(mul(lowest, q))
    spins[name] = spin_vector(state)
    phase_energies[name] = np.vdot(state, H @ state).real
    assert np.allclose(H @ state, levels[0] * state, atol=1e-11)
sz = a * a + b * b - c * c
assert np.allclose(spins['1'], [0, 0, sz], atol=1e-11)
assert np.allclose(spins['(1+j)/sqrt2'], [-a*a + b*b + c*c, 0, 0], atol=1e-11)
assert np.allclose(spins['(1+k)/sqrt2'], [0, a*a - b*b + c*c, 0], atol=1e-11)

# --- the same phase applied from the left spoils the eigenvector
wrong = left_scale(phases['(1+j)/sqrt2'], lowest)
left_residual = size(mul(Q, wrong) - wrong * levels[0])
assert left_residual > 1e-2

# --- zero crystal field: a repeated eigenvalue has more than phase freedom
free_levels, free_U = eigenbasis(spin_orbit)
check_basis(spin_orbit, free_levels, free_U)
assert np.allclose(free_levels, [-2 * h, h, h], atol=1e-12)
M = spin_orbit + real_matrix(shift * np.eye(3))
d1, d2 = power_vector(M), power_vector(M)
for d in (d1, d2):
    assert np.allclose(mul(spin_orbit, d), d * h, atol=1e-10)
degenerate_overlap = size(mul(dagger(d1), d2))
assert degenerate_overlap < 0.999

# --- a magnetic term breaks time reversal and splits the pair
magnetic = 0.001
H_magnetic = H + magnetic * np.kron(sigma[2], np.eye(3))
split_levels = np.linalg.eigvalsh(H_magnetic)
splitting = split_levels[1] - split_levels[0]
first_order = 2 * magnetic * abs(sz)
assert abs(splitting - first_order) < 1e-6
trial = rng.normal(size=6) + 1j * rng.normal(size=6)
assert np.allclose(H @ time_reverse(trial), time_reverse(H @ trial))
assert not np.allclose(H_magnetic @ time_reverse(trial),
                       time_reverse(H_magnetic @ trial), atol=1e-6)

print(f"spin-orbit parameter zeta = {zeta:.3f} eV, h = {h:.3f} eV")
print("crystal field x, y, z (eV):", np.round(field, 3))
for p, r, name in ((0, 1, 'Q_xy'), (0, 2, 'Q_xz'), (1, 2, 'Q_yz')):
    print(f"{name} parts 1,i,j,k (eV):", np.round(Q[p, r], 3) + 0.0)
print("real matrix S rows (eV):", np.round(S, 3).tolist())
print(f"cubic: coefficient of lam^2 = {c2:.4f} eV")
print(f"cubic: coefficient of lam = {c1:.4f} eV^2")
print(f"cubic: constant term = {c0:.4f} eV^3")
print("quaternion eigenvalues (eV):", np.round(levels, 6))
print("six complex eigenvalues (eV):", np.round(six_levels, 6))
for p, (aa, bb, cc) in enumerate(abc):
    print(f"vector {p+1} (a, b i, c j): a={aa:.6f} b={bb:.6f} c={cc:.6f}")
print("phase between two power-iteration starts, top level (1,i,j,k):")
print("  ", np.round(phase_between_starts, 4))
for name in phases:
    print(f"lowest pair, q={name}: energy {phase_energies[name]:.6f} eV")
    print("   <sigma_x,y,z> =", np.round(spins[name], 6) + 0.0)
print(f"residual after left phase (1+j)/sqrt2 = {left_residual:.4f} eV")
print("zero-field quaternion levels (eV):", np.round(free_levels, 6))
print(f"|v'v| of two zero-field upper vectors = {degenerate_overlap:.4f}")
print(f"magnetic coefficient of sigma_z = {magnetic:.4f} eV")
print(f"splitting of lowest pair = {splitting:.7f} eV")
print(f"first-order splitting = {first_order:.7f} eV")
print("right eigenvalues of [[0,i],[-i,0]]:", np.round(small_values, 6))
print(f"random non-Hermitian matrix: eigenvalue {mus[pick]:.4f}")
print("all assertions hold")
```

It prints:

```
spin-orbit parameter zeta = 0.600 eV, h = 0.300 eV
crystal field x, y, z (eV): [0.  0.2 0.5]
Q_xy parts 1,i,j,k (eV): [ 0.  -0.3  0.   0. ]
Q_xz parts 1,i,j,k (eV): [0.  0.  0.3 0. ]
Q_yz parts 1,i,j,k (eV): [ 0.   0.   0.  -0.3]
real matrix S rows (eV): [[0.0, 0.3, -0.3], [0.3, 0.2, 0.3], [-0.3, 0.3, 0.5]]
cubic: coefficient of lam^2 = -0.7000 eV
cubic: coefficient of lam = -0.1700 eV^2
cubic: constant term = 0.1170 eV^3
quaternion eigenvalues (eV): [-0.41012   0.404033  0.706087]
six complex eigenvalues (eV): [-0.41012  -0.41012   0.404033  0.404033  0.706087  0.706087]
vector 1 (a, b i, c j): a=0.715538 b=-0.558298 c=0.419891
vector 2 (a, b i, c j): a=0.667530 b=0.723633 c=-0.175381
vector 3 (a, b i, c j): a=0.205932 b=-0.405781 c=-0.890468
phase between two power-iteration starts, top level (1,i,j,k):
   [-0.2028  0.9486 -0.0955  0.2235]
lowest pair, q=1: energy -0.410120 eV
   <sigma_x,y,z> = [0.       0.       0.647384]
lowest pair, q=(1+j)/sqrt2: energy -0.410120 eV
   <sigma_x,y,z> = [-0.02399  0.       0.     ]
lowest pair, q=(1+k)/sqrt2: energy -0.410120 eV
   <sigma_x,y,z> = [0.       0.376607 0.      ]
residual after left phase (1+j)/sqrt2 = 0.5867 eV
zero-field quaternion levels (eV): [-0.6  0.3  0.3]
|v'v| of two zero-field upper vectors = 0.3329
magnetic coefficient of sigma_z = 0.0010 eV
splitting of lowest pair = 0.0012948 eV
first-order splitting = 0.0012948 eV
right eigenvalues of [[0,i],[-i,0]]: [-1.  1.]
random non-Hermitian matrix: eigenvalue -2.9382-3.0661j
all assertions hold
```
